\section*{Deposition from linear shear flow onto a perfectly absorbing wall, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: from the species balance to the wall flux}

A carrier gas flows steadily along a flat wall at $y=0$ in the direction of increasing $x$. Close to the wall its speed is
\begin{equation}
u(y)=\gamma y ,
\end{equation}
where $\gamma$ is the shear rate, in s$^{-1}$. The gas carries a dilute precursor with concentration $c(x,y)$, in molecules per volume, and constant diffusivity $D$. The incoming gas has the uniform concentration $c_0$. The wall is inert for $x<0$. For $x>0$ it absorbs every precursor molecule that reaches it, which in a continuum description means $c=0$ at the wall.

The precursor is dilute enough not to disturb the flow. The gas has uniform properties, no reaction occurs in it, and it extends upwards without limit. The second half asks what these assumptions cost in a real reactor. The quantity sought is the local deposition flux $J(x)$, in molecules per area and time, counted positive towards the wall.

\subsection*{(a) The governing equation}

\emph{Write the species balance. Find the distance from the edge $x=0$ beyond which diffusion along the flow is small compared with diffusion across it, and state the simplified problem.}

\textbf{Solution.} The precursor flux has a convective and a diffusive part,
\begin{equation}
N_x=\gamma y\,c-D\frac{\partial c}{\partial x},\qquad
N_y=-D\frac{\partial c}{\partial y}.
\end{equation}
There is no convective part in $N_y$ because the gas has no vertical velocity. In the steady state, with no source in the gas, $\partial N_x/\partial x+\partial N_y/\partial y=0$. Since $\gamma y$ does not depend on $x$, this is
\begin{equation}
\gamma y\frac{\partial c}{\partial x}
=D\left(\frac{\partial^2c}{\partial x^2}+\frac{\partial^2c}{\partial y^2}\right).
\label{full}
\end{equation}

Let the gas at distance $x$ be depleted up to a height of order $d$. Within this layer $c$ changes by about $c_0$ over the height $d$ and over the length $x$. The convective term is then of order $\gamma d\,c_0/x$, and transverse diffusion is of order $Dc_0/d^2$. They balance when
\begin{equation}
\frac{\gamma d}{x}\sim\frac{D}{d^2}
\quad\Longrightarrow\quad
d^3\sim\frac{Dx}{\gamma}.
\end{equation}
Streamwise diffusion is of order $Dc_0/x^2$. Its size relative to transverse diffusion is
\begin{equation}
\frac{d^2}{x^2}\sim\frac{1}{x^2}\left(\frac{Dx}{\gamma}\right)^{2/3}
=\left(\frac{D}{\gamma x^2}\right)^{2/3}
=\left(\frac{\ell}{x}\right)^{4/3},
\qquad \ell=\sqrt{\frac{D}{\gamma}} .
\end{equation}
For $x\gg\ell$ the term $\partial^2c/\partial x^2$ may be dropped. The estimate compares two terms of the equation. It is not itself the relative error of the wall flux, because what happens near the edge also affects the gas further downstream.

The simplified problem is
\begin{equation}
\gamma y\frac{\partial c}{\partial x}=D\frac{\partial^2c}{\partial y^2},
\qquad x>0,\ y>0,
\label{lev}
\end{equation}
with
\begin{equation}
c(0,y)=c_0,\qquad c(x,0)=0,\qquad c\to c_0\ \text{as}\ y\to\infty .
\label{bc}
\end{equation}
The first condition can be imposed at $x=0$ because, without streamwise diffusion, nothing downstream is felt upstream. Over the inert wall the constant $c=c_0$ satisfies the equation and the no-flux condition, so the gas arrives at the edge unchanged. Equation (\ref{lev}) has the form of a diffusion equation in which $x$ plays the part of time.

\subsection*{(b) Reduction to one variable}

\emph{Find a stretching of $x$ and $y$ that leaves the problem unchanged. Use it to reduce the partial differential equation to an ordinary one.}

\textbf{Solution.} The problem contains no given length other than those that can be formed from $D$ and $\gamma$, which suggests looking for a scaling symmetry. From a solution $c$ construct
\begin{equation}
\tilde c(x,y)=c(X,Y),\qquad X=a^px,\quad Y=ay,
\end{equation}
with a positive number $a$ and an exponent $p$ still to be found. The chain rule gives $\tilde c_x=a^pc_X$ and $\tilde c_{yy}=a^2c_{YY}$, where subscripts denote derivatives. With $y=Y/a$,
\begin{equation}
\gamma y\,\tilde c_x=a^{p-1}\gamma Y c_X,\qquad
D\,\tilde c_{yy}=a^{2}D\,c_{YY}.
\end{equation}
Because $\gamma Yc_X=Dc_{YY}$, the function $\tilde c$ satisfies the same equation if $p-1=2$, that is $p=3$. The conditions (\ref{bc}) contain only the values $0$ and $c_0$ on boundaries that are mapped onto themselves, so they also hold for $\tilde c$.

If the solution is unique, $\tilde c$ and $c$ are the same function. To see that it is, let $w$ be the difference of two solutions, assumed to fall off fast enough at large $y$ for the following integrals to exist. Multiply the equation for $w$ by $w$ and integrate over $y$, using integration by parts on the right:
\begin{equation}
\frac{d}{dx}\int_0^\infty\frac{\gamma y}{2}w^2\,dy
=D\Big[w\,w_y\Big]_0^\infty-D\int_0^\infty w_y^2\,dy
=-D\int_0^\infty w_y^2\,dy\le0 .
\end{equation}
The bracket vanishes because $w=0$ at the wall and far above it. The integral on the left is never negative, starts from zero at $x=0$ and cannot grow. It therefore stays zero, and $w=0$.

Hence $c(a^3x,ay)=c(x,y)$ for every $a>0$. Choose $a=(x_0/x)^{1/3}$ with a fixed length $x_0$. Then $c(x,y)=c\bigl(x_0,\,y(x_0/x)^{1/3}\bigr)$, so the concentration depends on $x$ and $y$ only through $y/x^{1/3}$. We write
\begin{equation}
c=c_0f(\eta),\qquad \eta=\frac{y}{\delta(x)},\qquad
\delta^3=\kappa\frac{Dx}{\gamma},
\end{equation}
where the pure number $\kappa$ can be chosen for convenience.

Since $\delta\propto x^{1/3}$, we have $d\delta/dx=\delta/(3x)$, and
\begin{equation}
\frac{\partial\eta}{\partial x}=-\frac{y}{\delta^2}\frac{d\delta}{dx}
=-\frac{\eta}{3x},\qquad
\frac{\partial\eta}{\partial y}=\frac1\delta .
\end{equation}
The derivatives needed are
\begin{equation}
\frac{\partial c}{\partial x}=-\frac{c_0\,\eta}{3x}f',\qquad
\frac{\partial^2c}{\partial y^2}=\frac{c_0}{\delta^2}f'' .
\end{equation}
Insert them in (\ref{lev}) with $y=\eta\delta$, divide by $c_0$ and multiply by $\delta^2/D$:
\begin{equation}
-\frac{\gamma\delta^3}{3Dx}\,\eta^2f'=f''
\quad\Longrightarrow\quad
f''+\frac{\kappa}{3}\eta^2f'=0 .
\end{equation}
All explicit dependence on $x$ has gone, as the symmetry requires. The choice $\kappa=9$ removes the fractions from the next integration:
\begin{equation}
f''+3\eta^2f'=0,\qquad f(0)=0,\quad f(\infty)=1,\qquad
\delta=\left(\frac{9Dx}{\gamma}\right)^{1/3}.
\label{ode}
\end{equation}
The inlet condition and the condition far above the wall have merged into $f(\infty)=1$, because $\eta\to\infty$ both for $x\to0$ at fixed $y$ and for $y\to\infty$ at fixed $x$.

\subsection*{(c) The concentration profile}

\emph{Solve for $f$, and describe it near the wall and far from it.}

\textbf{Solution.} Multiplication of (\ref{ode}) by $e^{\eta^3}$ turns its left side into a single derivative:
\begin{equation}
e^{\eta^3}f''+3\eta^2e^{\eta^3}f'=\frac{d}{d\eta}\left(e^{\eta^3}f'\right)=0
\quad\Longrightarrow\quad f'=A\,e^{-\eta^3}.
\end{equation}
A second integration, with $f(0)=0$, gives $f=A\int_0^\eta e^{-s^3}ds$. The condition at infinity fixes $A$. With $t=s^3$, so that $ds=\tfrac13t^{-2/3}dt$,
\begin{equation}
\frac1A=\int_0^\infty e^{-s^3}ds
=\frac13\int_0^\infty t^{-2/3}e^{-t}\,dt
=\frac13\Gamma\!\left(\tfrac13\right)
=\Gamma\!\left(\tfrac43\right)=0.89298 .
\end{equation}
The third expression is the definition of the gamma function at $1/3$, and the fourth uses $z\Gamma(z)=\Gamma(z+1)$. Therefore
\begin{equation}
\frac{c}{c_0}=f(\eta)=\frac{1}{\Gamma(4/3)}\int_0^\eta e^{-s^3}\,ds .
\label{profile}
\end{equation}

Near the wall $e^{-s^3}\simeq1-s^3$, so
\begin{equation}
f\simeq\frac{1}{\Gamma(4/3)}\left(\eta-\frac{\eta^4}{4}\right).
\end{equation}
The profile is nearly straight there. The gas next to the wall hardly moves, so it adds almost nothing to the diffusive stream passing through it.

For the outer part, note that $s^2/\eta^2\ge1$ when $s\ge\eta$. Hence
\begin{equation}
1-f=\frac{1}{\Gamma(4/3)}\int_\eta^\infty e^{-s^3}ds
\le\frac{1}{\Gamma(4/3)}\int_\eta^\infty\frac{s^2}{\eta^2}e^{-s^3}ds
=\frac{e^{-\eta^3}}{3\eta^2\,\Gamma(4/3)} .
\label{tail}
\end{equation}
At $\eta=1$ this bound is $0.368/(3\times0.893)=0.137$. At the height $\delta$ the gas therefore retains at least 86\% of its inlet concentration, which justifies calling $\delta$ the thickness of the depleted layer.

\subsection*{(d) The local flux}

\emph{Find $J(x)$, and explain its dependence on distance.}

\textbf{Solution.} At the wall the convective flux vanishes. The flux towards the wall is $J=-N_y=+D\,\partial c/\partial y$ at $y=0$, which is positive because $c$ rises away from the wall. With $f'(0)=1/\Gamma(4/3)$,
\begin{equation}
J=\frac{Dc_0}{\delta}f'(0)=\frac{Dc_0}{\Gamma(4/3)\,\delta}.
\label{film}
\end{equation}
Inserting $\delta$ and taking $D=(D^3)^{1/3}$ under the root gives
\begin{equation}
J(x)=\frac{c_0}{\Gamma(4/3)}\left(\frac{\gamma D^3}{9Dx}\right)^{1/3}
=\frac{c_0}{9^{1/3}\,\Gamma(4/3)}\left(\frac{\gamma D^2}{x}\right)^{1/3}
=0.538\,c_0\left(\frac{\gamma D^2}{x}\right)^{1/3}.
\label{law}
\end{equation}
This is the Leveque law. The flux falls as the inverse cube root of the distance along the absorbing wall.

Equation (\ref{film}) has the form of diffusion through a stagnant film of thickness $\Gamma(4/3)\,\delta$. Going downstream, the precursor must cross a thicker depleted layer, and the flux falls in inverse proportion to that thickness. The diffusivity enters the flux twice. A larger diffusivity speeds up the crossing but also thickens the layer as $D^{1/3}$, which leaves $J\propto D^{2/3}$ at fixed $c_0$, $\gamma$ and $x$. A larger shear rate thins the layer and gives $J\propto\gamma^{1/3}$.

The law can be tested without using the similarity variable. Equation (\ref{lev}) was divided into 1500 cells in $y$ and stepped forward in $x$, in arbitrary consistent units, below a closed ceiling at height 12. The two cases were $(\gamma,D)=(1,1)$ and $(3,0.7)$. For $0.1<x\le3$ the computed flux differed from (\ref{law}) by at most 0.001\% of the law's value. At $x=3$ the profile differed from (\ref{profile}) by at most $2\times10^{-6}c_0$.

\subsection*{(e) The mean flux and the mass balance}

\emph{Find the mean flux over $0<x<L$. Confirm that the deposited material equals what the gas has lost.}

\textbf{Solution.} Write $J(x)=J(L)(L/x)^{1/3}$. Then
\begin{equation}
\bar J=\frac{J(L)L^{1/3}}{L}\int_0^Lx^{-1/3}dx
=\frac{J(L)L^{1/3}}{L}\cdot\frac32L^{2/3}=\frac32J(L).
\label{mean}
\end{equation}
The local law diverges at the edge, but its integral is finite.

At $x=L$ the gas carries less precursor than it would without deposition. Per unit width, the missing stream is
\begin{equation}
M=\int_0^\infty\gamma y\,(c_0-c)\,dy
=\gamma\delta^2c_0\int_0^\infty\eta\,(1-f)\,d\eta ,
\end{equation}
with $\delta$ taken at $L$. Integrate by parts. The boundary term $\tfrac12\eta^2(1-f)$ is zero at $\eta=0$ and vanishes at infinity by (\ref{tail}), so
\begin{equation}
\int_0^\infty\eta(1-f)\,d\eta=\frac12\int_0^\infty\eta^2f'\,d\eta
=\frac{1}{2\Gamma(4/3)}\int_0^\infty\eta^2e^{-\eta^3}d\eta
=\frac{1}{6\Gamma(4/3)} .
\end{equation}
Now use $\gamma\delta^3=9DL$ in the form $\gamma\delta^2=9DL/\delta$:
\begin{equation}
M=\frac{9DL}{\delta}\,\frac{c_0}{6\Gamma(4/3)}
=\frac32\,L\,\frac{Dc_0}{\Gamma(4/3)\,\delta}=\frac32LJ(L)=L\bar J .
\end{equation}
The material missing from the stream is the material on the wall. This checks the factor 9 in $\delta^3$ and the power of $x$, since the left side was obtained from the whole profile and the right side from its slope at the wall. It does not check the value of $\Gamma(4/3)$, which appears on both sides.

\section*{Second half: the exponent, the limits and a reactor}

The gas speed is $u=\gamma y$, the precursor has diffusivity $D$ and inlet concentration $c_0$, and the wall absorbs perfectly for $x>0$. Without streamwise diffusion, $\gamma y\,c_x=Dc_{yy}$. The first half found
\begin{equation}
J=\frac{Dc_0}{\Gamma(4/3)\,\delta}
=0.538\,c_0\left(\frac{\gamma D^2}{x}\right)^{1/3},\qquad
\delta=\left(\frac{9Dx}{\gamma}\right)^{1/3},\qquad
\bar J=\frac32J(L),
\label{recap}
\end{equation}
where $J$ is the flux into the wall, $\delta$ the thickness of the depleted layer and $\bar J$ the mean flux over the length $L$. Streamwise diffusion is a small term for $x\gg\ell=\sqrt{D/\gamma}$.

\subsection*{(f) Where the exponent comes from}

\emph{Replace the speed by $u=\beta y^m$ with $m\ge0$ and find the exponent of $J$. Interpret the case $m=1$ through the time the gas spends over the wall.}

\textbf{Solution.} Stretch the coordinates as before, $X=a^px$ and $Y=ay$. The convective term becomes
\begin{equation}
\beta y^m\tilde c_x=\beta\left(\frac{Y}{a}\right)^m a^pc_X=a^{p-m}\beta Y^mc_X ,
\end{equation}
while the diffusive term acquires the factor $a^2$. The equation is unchanged if $p=m+2$. The concentration then depends on $y/x^{1/(m+2)}$ alone, and its slope at the wall gives
\begin{equation}
J\propto x^{-1/(m+2)} .
\end{equation}
Plug flow ($m=0$) gives an inverse square root, linear shear an inverse cube root, and a speed that rises quadratically an inverse fourth root. Numerical solutions with $\beta=D=1$ and a closed ceiling at height 12, fitted over $0.1<x\le3$, gave the exponents $-0.5000$, $-0.3333$ and $-0.2500$.

In plug flow at speed $U$ all the gas reaches $x$ after the same time $x/U$, and the depleted layer grows as the square root of that time. In linear shear the transit time depends on height. At the edge of the layer it is
\begin{equation}
t_\delta=\frac{x}{\gamma\delta}=\frac{\delta^3}{9D}\,\frac1\delta=\frac{\delta^2}{9D},
\label{transit}
\end{equation}
where $x/\gamma=\delta^3/(9D)$ was used. The layer is still as thick as diffusion allows in the available time. As it grows, however, it reaches into faster gas, so $t_\delta$ increases only as $x^{2/3}$. The thickness, proportional to $t_\delta^{1/2}$, therefore grows as $x^{1/3}$.

For a perfectly absorbing wall under a linear shear flow, the local flux falls as $x^{-1/3}$, and this exponent has been traced to the way the gas speed rises with height. It remains to examine streamwise diffusion at the edge and a finite reaction velocity at the wall, and then to apply the law to a gallium arsenide reactor and size the effects it neglects there.
